# Dipole repulsion and equilibrium donor segregation at a metal-silicon contact

## Problem

A silicide contact to n-type silicon is annealed at $T=773$ K. Donors can occupy one plane of substitutional sites in the silicon, with site density $N_s=6.8\times10^{14}$ cm$^{-2}$, at a distance $d=0.3$ nm from the metal. Every donor in the plane is ionized, and its electron is in the metal. If the donors did not interact, the McLean isotherm would give an occupied fraction $\theta_0=0.15$. What is the occupied fraction $\theta$ when the dipole repulsion between the donors is included in mean field?

The following conventions complete the question.

- The metal is a perfect conductor filling $x<0$, so $d$ is measured from its effective image plane. The silicon fills $x>0$ with permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ and $\varepsilon_r=11.7$, a rough bulk value.
- Mean field means that the charge of the plane is smeared uniformly, with areal density $\sigma=e\theta N_s$.
- The plane exchanges dopant with bulk silicon of fixed composition, and electrons have one Fermi level throughout. Temperature and bulk composition are the same with and without the repulsion.

The McLean isotherm for a bulk dopant fraction $c$ is

$$\frac{\theta_0}{1-\theta_0}=\frac{c}{1-c}\,e^{E_0/kT}\equiv K .$$

The segregation energy $E_0$ is positive when the dopant prefers the plane. It contains every energy that does not depend on coverage. Here $K=0.15/0.85=0.17647$.

## A tempting solution

The donor sheet and its image charge form a parallel-plate capacitor. Its energy per unit area is $\sigma^2d/(2\varepsilon)$. Dividing by the number of donors per unit area, $\theta N_s$, gives the energy per donor:

$$\frac{1}{\theta N_s}\,\frac{(e\theta N_s)^2d}{2\varepsilon}=\frac{u\theta}{2},\qquad u\equiv\frac{e^2N_sd}{\varepsilon}.$$

Each donor therefore seems to have lost $u\theta/2$ of its segregation energy. Replacing $E_0$ by $E_0-u\theta/2$ in the McLean isotherm gives

$$\frac{\theta}{1-\theta}=K\,e^{-u\theta/2kT},$$

whose root for the present numbers is $\theta=5.06$ percent.

## Where the fault lies

The capacitor energy is right, and so is the division. The fault is to use an average energy per donor where equilibrium requires the energy of adding one donor.

Take $M$ sites holding $n$ donors, so that $\theta=n/M$. The capacitor energy is $U(n)=M\,u\theta^2/2=un^2/(2M)$. Adding one donor costs

$$U(n+1)-U(n)=\frac{u}{2M}\left[(n+1)^2-n^2\right]=\frac{un}{M}+\frac{u}{2M}\;\longrightarrow\;u\theta\qquad(M\to\infty).$$

This is twice the average. The new donor also raises the energy of the donors already present, and dividing the total energy equally among all donors hides half of that cost.

A second slip goes the other way. If the full energy $u\theta$ is used but evaluated at the unperturbed coverage $\theta_0$, the result is 0.0145 percent. That calculation repels donors with the field of a sheet that its own answer says is almost absent. The coverage in the exponent must be the coverage being solved for.

## The right solution

### The potential at the plane

The metal surface carries the charge $-\sigma$ that balances the sheet. By Gauss's law, the sheet and its counter-charge produce a field of magnitude $\sigma/\varepsilon$ between them and none beyond the sheet. The field points from the donors to the metal, so the potential rises away from the metal. With $\phi=0$ in the metal,

$$\phi(d)=\frac{\sigma d}{\varepsilon}=\frac{e\theta N_sd}{\varepsilon},\qquad e\phi(d)=u\theta .$$

A positive donor ion is thus raised by $u\theta$. Its electron is at the common Fermi level, which the sheet does not move relative to the metal. The far bulk is neutral, and its bands are also fixed relative to that level, so the dopant's chemical potential there is unchanged. The energy $u\theta$ is therefore the whole coverage-dependent cost in this model. A change in the depletion charge would partly offset it and is treated below.

### The same energy from pairs

The repulsion can also be built from individual donors. A donor at lateral distance $R$ from another feels that donor at distance $R$ and its negative image at distance $\sqrt{R^2+4d^2}$. The pair energy is

$$v(R)=\frac{e^2}{4\pi\varepsilon}\left[\frac1R-\frac{1}{\sqrt{R^2+4d^2}}\right].$$

Integrating over the plane,

$$\int_0^\infty v(R)\,2\pi R\,dR=\frac{e^2}{2\varepsilon}\Big[R-\sqrt{R^2+4d^2}\Big]_0^\infty=\frac{e^2}{2\varepsilon}\,(0+2d)=\frac{e^2d}{\varepsilon}.$$

The upper limit vanishes because $R-\sqrt{R^2+4d^2}\approx-2d^2/R$ at large $R$. Multiplying by the donor density $\theta N_s$ returns $u\theta$.

Each donor is also attracted by its own image. The force at distance $x$ from the metal is $e^2/[4\pi\varepsilon(2x)^2]$, so the energy relative to a donor far away is

$$-\int_d^\infty\frac{e^2}{16\pi\varepsilon x^2}\,dx=-\frac{e^2}{16\pi\varepsilon d}=-0.103\ \text{eV}.$$

This does not depend on coverage. It is already part of $E_0$ and must not be added again.

### Equilibrium

Let $g_s$ be the energy of exchanging a host atom for a donor in the otherwise empty plane, $g_b$ the same quantity in the bulk, and $\Delta\mu$ the difference of dopant and host chemical potentials. In the bulk, ideal mixing gives

$$\Delta\mu=g_b+kT\ln\frac{c}{1-c}.$$

The $n$ donors can be arranged in $M!/[n!(M-n)!]$ ways. Stirling's formula turns the logarithm of this number into $-M[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$. The free energy per site, with the bath included, is therefore

$$\omega(\theta)=(g_s-\Delta\mu)\theta+\frac{u\theta^2}{2}+kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].$$

With $E_0=g_b-g_s$, the first coefficient is

$$g_s-\Delta\mu=-E_0-kT\ln\frac{c}{1-c}=-kT\ln K .$$

Differentiating, and noting that the entropy bracket has derivative $\ln\theta+1-\ln(1-\theta)-1$,

$$\omega'(\theta)=-kT\ln K+u\theta+kT\ln\frac{\theta}{1-\theta}=0 .$$

Division by $kT$ and exponentiation give the isotherm:

$$\boxed{\frac{\theta}{1-\theta}=\frac{\theta_0}{1-\theta_0}\,\exp\!\left(-\frac{u\theta}{kT}\right)}$$

The factor $1/2$ belongs in the energy, and the derivative removes it from the isotherm. The second derivative,

$$\omega''(\theta)=u+\frac{kT}{\theta(1-\theta)}>0,$$

shows that $\omega'$ increases steadily. Since $\omega'$ runs from $-\infty$ at $\theta=0$ to $+\infty$ at $\theta=1$, there is one root, and it is a minimum. A repulsion of this mean-field form produces no separation into dense and dilute regions.

### Numbers

With lengths in nanometres, $N_s=6.8$ nm$^{-2}$ and $e/\varepsilon_0=18.095$ V nm. Hence

$$u=\frac{18.095\times6.8\times0.3}{11.7}\ \text{eV}=3.155\ \text{eV},\qquad kT=0.06661\ \text{eV},\qquad \frac{u}{kT}=47.36 .$$

The two sides of the isotherm are compared at trial coverages:

| $\theta$ | $\theta/(1-\theta)$ | $K e^{-u\theta/kT}$ |
|---|---|---|
| 0.030 | 0.03093 | 0.04262 |
| 0.034 | 0.03520 | 0.03526 |
| 0.035 | 0.03627 | 0.03363 |

The left side overtakes the right just above 0.034, and the root is

$$\theta=0.0340 .$$

The occupancy falls from 15 to 3.4 percent. The second digit is sensitive to the inputs: with $\varepsilon_r=12.3$ in place of 11.7 the root is 3.51 percent.

The isotherm was tested without using the derivative. The mean of $n/M$ was summed explicitly for $M=200\,000$ sites, each $n$ having the weight $\binom{M}{n}K^n\exp[-un^2/(2MkT)]$. The factor $1/2$ stands in this weight, and the sum gives 3.402 percent, the same as the root.

## What the result means

The remaining sheet has a density of $2.31\times10^{13}$ cm$^{-2}$. It produces a potential step of 0.107 V and a field of 3.58 MV/cm between itself and the metal. The step is $0.107/0.0666=1.61$ in units of $kT/e$, and $e^{-1.61}=0.20$ is the factor by which the repulsion reduces $\theta/(1-\theta)$. A sheet kept at 15 percent would give a step of 0.473 V. An estimate of the contact dipole from the bare McLean coverage is thus too large by a factor of 4.4 relative to the self-consistent value.

**Weak repulsion.** Put $\theta=\theta_0+\delta$ with small $\delta$. The derivative of $\ln[\theta/(1-\theta)]$ is $1/[\theta(1-\theta)]$, so to first order in $u$

$$\frac{\delta}{\theta_0(1-\theta_0)}=-\frac{u\theta_0}{kT},\qquad \frac{\delta}{\theta_0}=-\frac{u\theta_0(1-\theta_0)}{kT}.$$

This requires $u\theta_0\ll kT$. Here $u\theta_0/kT=47.36\times0.15=7.1$, so the expansion fails and the full equation is needed.

**Response to a stronger segregation energy.** Write $\ln K=\text{const}+E_0/kT$ and differentiate the isotherm with respect to $E_0$ at fixed $c$, $T$ and $u$:

$$\left[\frac{1}{\theta(1-\theta)}+\frac{u}{kT}\right]\frac{d\theta}{dE_0}=\frac1{kT},\qquad \frac{d\theta}{dE_0}=\frac{1}{u+kT/[\theta(1-\theta)]}<\frac1u .$$

The bound $1/u$ is 0.317 per eV, so an extra 0.1 eV can add at most 3.2 percentage points in this model. Solving the isotherm again shows a rise from 3.4 to 5.5 percent, while the McLean value rises from 15 to 44 percent. The donors already present limit the gain from better chemical binding.

**Reading a segregation energy from a coverage.** For bulk doping of $10^{20}$ cm$^{-3}$, $c=0.0020$, and the assumed $K$ corresponds to $E_0=0.298$ eV. Fitting the bare McLean formula to the repelled coverage would give the apparent energy $E_0-u\theta=0.298-0.107=0.191$ eV. That energy varies with coverage and is not a property of the site alone.

## How far the mean field can be trusted

At 0.3 nm several approximations are severe. In each estimate below $\theta_0=0.15$ is held fixed, so that the effect on the repulsion alone is seen.

### Discrete donors

The smeared integral includes the region $R\to0$, where a donor would repel itself. Replace the cell of one site by a disc of equal area, with radius $r_0=1/\sqrt{\pi N_s}=0.216$ nm. Its share of $u$ follows from the integral above, taken from 0 to $r_0$:

$$\frac{N_se^2}{2\varepsilon}\left[r_0-\sqrt{r_0^2+4d^2}+2d\right]\approx0.94\ \text{eV}.$$

Summing $v(R)$ over the other sites of a square lattice with spacing 0.3835 nm gives 2.108 eV instead of 3.155 eV. The own cell explains most of the difference of 1.05 eV. The rest comes from replacing the sum over the other cells by an integral. With 2.108 eV in the isotherm, $\theta=4.31$ percent.

That value still assumes that donors are placed at random. The nearest-pair repulsion is 0.148 eV, or $2.2\,kT$, so close pairs are suppressed. Monte Carlo sampling of a periodic $32\times32$ lattice with the same pair energies includes this correlation and gives $4.91\pm0.02$ percent, the error being statistical. Relative to the smeared result, discreteness and correlation together raise the occupancy by a factor of about 1.4.

The Monte Carlo value lies near the 5.06 percent of the faulty solution. This does not rescue the missing factor of two: the sampling uses full pair energies, and its increase comes mainly from removing self-repulsion and from keeping donors apart.

### Penetration of the field into the metal

Suppose that $d$ had been measured from the edge of the metal's electron gas instead of the image plane. In linear screening with length $\lambda$ and permittivity $\varepsilon_0$, the potential in the metal obeys $\phi''=\phi/\lambda^2$, so $\phi=\phi_s e^{x/\lambda}$ for $x<0$. Between metal and sheet, $\varepsilon\phi'=\sigma$. Continuity of the displacement at $x=0$ then requires

$$\frac{\varepsilon_0\phi_s}{\lambda}=\sigma,\qquad \phi_s=\frac{\sigma\lambda}{\varepsilon_0}.$$

This adds $e^2N_s\lambda/\varepsilon_0$ to $u$. For a rough $\lambda=0.05$ nm the addition is $18.095\times6.8\times0.05=6.15$ eV, so $u$ becomes 9.31 eV and $\theta$ falls to 1.67 percent. The short length matters because it is not divided by $\varepsilon_r$. If $d$ is measured from the effective image plane, as in the problem, the correction to $u$ is already included. In this screening model the total is $e^2N_s(d+\varepsilon_r\lambda)/\varepsilon$, so that plane lies $\varepsilon_r\lambda=0.585$ nm inside the edge of the electron gas. A donor outside the metal can be 0.3 nm from the image plane only if $\lambda$ is below about 0.026 nm. The screened metal also weakens the own-image energy from $-0.103$ to about $-0.02$ eV; if nothing else in $E_0$ changed, $\theta$ would fall further, to about 1.1 percent. The definition of $d$ thus changes the answer by a factor of two.

### Depletion charge

Let the bulk donor density be $N_b=10^{20}$ cm$^{-3}$, depleted to a width $W$, with total band bending $V_b=0.65$ V. This is a rough barrier height, with the bulk Fermi level taken at the conduction-band edge. The depletion charge beyond $x$ gives $\phi'=eN_b(W-x)/\varepsilon$. Integrating from 0 to $d$ and from 0 to $W$, and adding the step of the sheet,

$$\phi(d)=\frac{u\theta}{e}+\frac{eN_b}{\varepsilon}\left(Wd-\frac{d^2}{2}\right),\qquad V_b=\frac{u\theta}{e}+\frac{eN_bW^2}{2\varepsilon}.$$

As the sheet takes up part of $V_b$, $W$ shrinks and the second term of $\phi(d)$ weakens. For the empty plane this term is 0.1276 V and belongs to $E_0$. With the sheet present, $W=2.63$ nm and the term is 0.1151 V. The reduction of 0.0125 V partly offsets the repulsion, and the coupled solution is $\theta=3.65$ percent. The abrupt depletion edge is rough at this temperature: with a Fermi–Dirac electron tail both terms fall by about 0.01 V, the band edge at the plane rises by about 0.008 eV, and $\theta$ becomes 3.67 percent.

This estimate also keeps the donors of the depleted layer frozen at $N_b$. Band bending at the empty plane (0.522 eV) and the own image (0.103 eV) together exceed $E_0=0.298$ eV, so the remaining chemical part of $E_0$ is about $-0.33$ eV, unfavourable to the plane. If ordinary (001) planes behind it could also equilibrate with the bulk, the same field would draw donors into them. With that chemical part fixed and no image term for the deeper planes, they take up about $5\times10^{13}$ cm$^{-2}$ extra and the plane falls to about 1.1 percent. For this doping and barrier the one-plane picture therefore requires the neighbouring donors to stay in place.

### Ionization and high field

In the coupled solution the conduction-band edge at the plane lies 0.420 eV above the Fermi level. For a single donor level 0.045 eV below the edge, with twofold spin degeneracy, the ratio of neutral to ionized donors is $2\exp[-(0.420-0.045)/0.06661]\approx0.007$. Silicon has six conduction-band valleys, and at 773 K the donor states built from their other combinations are populated too. Counting all six at the same depth, with higher donor orbitals left out, gives a ratio six times larger, about 0.04. Full ionization is still a good approximation here, provided the bulk donor depth applies so near the metal.

The field of several MV/cm does not imply avalanche breakdown at zero bias. The total band bending of 0.65 V is less than the silicon gap of roughly 1 eV, so a carrier cannot gain enough energy from it to create a pair.

### Permittivity and distance

A bulk permittivity has no firm meaning over 0.3 nm. With $\varepsilon_r=8$ the mean-field occupancy is 2.68 percent. With $\varepsilon_r=11.7$ restored, it is 4.32 percent for $d=0.2$ nm and 2.84 percent for $d=0.4$ nm. A real change of permittivity or distance would also alter the own-image energy and hence $\theta_0$, which these values leave out. The omission matters: at $\varepsilon_r=8$ the own-image energy would be $-0.150$ eV instead of $-0.103$ eV. If nothing else in $E_0$ changed, this would bring the occupancy back to about 3.4 percent.

## Beside a real contact

The site density is close to that of one Si(001) atomic layer, $6.78\times10^{14}$ cm$^{-2}$. The doping, the temperature and the value $\theta_0=0.15$ are chosen inputs, not properties of a particular dopant or silicide. Published fits extrapolated to 773 K put the equilibrium active concentration of phosphorus or arsenic at a few $10^{19}$ cm$^{-3}$, so a bulk of $10^{20}$ cm$^{-3}$ active donors is probably metastable. The assumption most open to doubt in a device is equilibrium: substitutional donors diffuse slowly in silicon at this temperature, and a growing silicide can push dopant ahead of it. The coverage is then set by supply and time, and this model cannot say how far it moves. The amount needed is small, since $2.31\times10^{13}$ cm$^{-2}$ is the dopant content of 2.3 nm of the bulk. Yet bulk diffusivities extrapolated to 773 K suggest that phosphorus or arsenic would need months or longer to diffuse even that far. In an ordinary anneal, equilibrium with the bulk would therefore require faster transport, for example at the moving silicide front or through defects left by processing. Donors in several planes, or in electrically inactive complexes, also fall outside the isotherm, so a measured total dose need not obey it.

With only the one plane in equilibrium and $\theta_0$ held fixed, the estimates above run from 1.7 percent, when $d$ is measured from the edge of the metal's electron gas and the field penetrates the metal, to 4.9 percent for discrete donors at an ideal image plane. The corrections were made separately, so this range is not a bound: discreteness and the response of the depletion charge, for example, both raise the occupancy. The value of 3.4 percent is the answer to the mean-field problem as posed. All these estimates lie well below 15 percent; even their first digit depends on how the interface is described. The numerical output lists the values used.

## Computed values

```
site density                     6.80e+14 cm^-2
Si(001) layer density            6.78e+14 cm^-2
distance d                       0.30 nm
relative permittivity            11.7
temperature                      773 K
kT                               0.06661 eV
e/eps_0                          18.095 V nm
u                                3.1550 eV
u/kT                             47.36
McLean occupancy theta0          15.0 percent
K = theta0/(1-theta0)            0.17647
bulk doping                      1.0e+20 cm^-3
bulk atomic fraction c           0.00200
McLean energy E0                 0.298 eV
theta 0.030: left, right side    0.03093, 0.04262
theta 0.034: left, right side    0.03520, 0.03526
theta 0.035: left, right side    0.03627, 0.03363
theta 0.040: left, right side    0.04167, 0.02654
occupancy with repulsion         3.402 percent
same from explicit sum           3.402 percent
reduction factor theta0/theta    4.41
donor sheet density              2.31e+13 cm^-2
potential step                   0.1073 V
step if theta stayed at theta0   0.473 V
field between sheet and metal    3.58 MV/cm
slip, theta0 in exponent         0.0145 percent
slip, u/2 in place of u          5.06 percent
occupancy if E0 rises 0.1 eV     5.51 percent
McLean value if E0 rises 0.1 eV  44.2 percent
own-image energy                 -0.1026 eV
site spacing                     0.3835 nm
nearest-pair repulsion           0.1481 eV
u from discrete site sum         2.108 eV
occupancy, site-sum mean field   4.31 percent
occupancy, Monte Carlo           4.91 percent
Monte Carlo standard error       0.02 percent points
metal screening length           0.05 nm
u with metal screening           9.31 eV
occupancy, metal screening       1.67 percent
barrier used                     0.65 eV
depletion width                  2.63 nm
depletion potential, empty plane 0.1276 V
depletion potential, with sheet  0.1151 V
occupancy, depletion coupled     3.65 percent
donor depth used                 0.045 eV
band edge above E_F at sheet     0.420 eV
neutral donor fraction           0.71 percent
occupancy at eps_r =  8.0        2.68 percent
occupancy at eps_r = 12.3        3.51 percent
occupancy at d = 0.2 nm          4.32 percent
occupancy at d = 0.4 nm          2.84 percent
```
